# Final width of a misaligned groove etched in (100) silicon

## Problem

A silicon wafer with a (100) surface carries an etch mask with one long rectangular opening. The label (100) stands here for any cube face; the axes are chosen so that the surface normal is [001], and the direction [110] then lies in the surface. The long side should lie along [110], but it is turned by $\delta=1^\circ$ within the surface. An anisotropic etchant acts until the shape of the pit no longer changes. The {111} planes are taken not to etch at all, while every other silicon surface does. What is the width of the final groove, measured at the silicon surface and perpendicular to [110]?

The angle alone does not fix the answer, so the dimensions of the opening must be given. Take

- length $L=5000$ µm,
- width $W=50$ µm,
- wafer thickness 525 µm.

The mask is not attacked and does not break, even where the silicon beneath it has been removed. Find also the depth of the groove and the distance by which the mask is undercut.

## First estimate by scaling

The groove walls are crystal planes, and the long ones meet the surface in lines along [110]. They cannot turn with the mask. A straight groove along [110] must therefore be wide enough to contain an opening that runs slightly across it.

Over its length $L$, the opening drifts sideways by about $L\delta$, with $\delta$ in radians. Adding its own width gives

$$
W_f\sim W+L\delta .
$$

With $\delta=0.017453$, the drift is $5000\times0.017453\approx 87$ µm, and the estimate is $W_f\approx137$ µm. The drift exceeds the width of the opening, although the angle is small. The relevant comparison is between $\delta$ and $W/L$, which is here 0.01, or about $0.6^\circ$.

The estimate leaves two questions open. It assumes that the etchant really removes all the silicon between the opening and the outermost possible walls, and it treats the rotation to first order in $\delta$.

## Exact solution

### The available walls

Let $x$ run along [110], $y$ along $[\bar110]$, and let $d\ge0$ be the depth below the surface. The origin is at the centre of the opening. The unit normal of a {111} plane has components of magnitude $1/\sqrt3$ along the three cubic axes, so its angle $\theta$ with the surface normal obeys

$$
\cos\theta=\frac1{\sqrt3},\qquad
\tan\theta=\frac{\sqrt{1-1/3}}{1/\sqrt3}=\sqrt2 ,
$$

which gives $\theta=54.74^\circ$. This is also the angle between wall and surface. Going down by $d$ along a wall moves one sideways by $d/\tan\theta=d/\sqrt2$.

The {111} planes meet the surface along $x$ or along $y$. A long edge turned by $\delta$ cannot be followed by one such plane. The silicon beneath it shows {111} terraces separated by steps, and the fate of these steps decides the final width.

### The pit cannot be larger than a certain region

Let $y_{\max}$ be the largest $y$ reached by the opening, and define $y_{\min}$, $x_{\max}$ and $x_{\min}$ in the same way. Through each of these outermost points place a {111} plane that slopes inward with depth. The four planes enclose the region $P$:

$$
y_{\min}+\frac{d}{\sqrt2}\le y\le y_{\max}-\frac{d}{\sqrt2},\qquad
x_{\min}+\frac{d}{\sqrt2}\le x\le x_{\max}-\frac{d}{\sqrt2}.
$$

Consider the silicon beyond one of these planes. Suppose that everything on the near side were already gone. The remaining silicon would then present a complete {111} face to the etchant, and its top would be covered by the mask. It would not etch. Silicon still standing in front of the face can only give further protection, provided that removing material never makes the rest harder to remove. With this assumption, the pit stays inside $P$.

### The pit cannot stop before filling that region

A pit that has stopped changing can have only {111} walls, since other surfaces etch. It also has no edge where silicon protrudes into the pit. Atoms at such an edge, or at the edge of an incomplete terrace, have fewer neighbours than atoms within a complete {111} terrace, if both nearest and next-nearest neighbours are counted. They are taken to be removable, so the edge retreats.

A connected pit without protruding silicon edges is convex. It is therefore the common part of the half-spaces bounded by its walls, below the mask plane. Each half-space must contain the opening. For a wall on the positive $y$ side there are two possibilities:

$$
y+\frac{d}{\sqrt2}\le h
\qquad\text{or}\qquad
y-\frac{d}{\sqrt2}\le h .
$$

The first wall slopes inward with depth, and the second overhangs. At $d=0$ both must admit the point with $y=y_{\max}$, so $h\ge y_{\max}$. Every point of $P$ has $y+d/\sqrt2\le y_{\max}$, and hence also $y-d/\sqrt2\le y_{\max}$. Both half-spaces thus contain all of $P$. The same reasoning holds on the other three sides.

The stationary pit therefore contains $P$, while the previous argument confines it to $P$. It is $P$. Its outline at the surface is the smallest rectangle with sides along $x$ and $y$ that contains the opening.

The greatest extents of the pit were compared with a simulation of a diamond lattice under a rotated mask. An atom was removed if it lacked two or more bonds, or if it lacked one bond and the {111} terrace around it was incomplete. For an opening of $75\times10$ atomic rows, the final widths were 11, 15 and 21 rows at $0^\circ$, $4^\circ$ and $8^\circ$. The bounding rectangle gives 10.0, 15.2 and 20.3 rows. The agreement is within the three rows allowed for the discrete edges. In the aligned case, a strip ten row spacings wide with a row on each edge contains eleven rows. The widths alone prove little, because the opening itself already spans them. The greatest depth is 21, 29 and 41 atomic layers at the three angles, close to the 22, 30 and 42 layers expected from two layers per row of final width. These numbers agree with the final shape under the stated removal rule, but they are only greatest extents. They do not show that the whole rectangle is filled, which rests on the argument above, and they say nothing about etch rates.

### Width and length

Before rotation the corners of the opening are at $(\sigma L/2,\ \tau W/2)$, where $\sigma$ and $\tau$ are independently $+1$ or $-1$. Rotation by $\delta$ takes them to

$$
x=\sigma\frac L2\cos\delta-\tau\frac W2\sin\delta,\qquad
y=\sigma\frac L2\sin\delta+\tau\frac W2\cos\delta .
$$

For $|\delta|\le45^\circ$, the cosine is positive. The largest $y$ is obtained by choosing both signs so that both terms are positive:

$$
y_{\max}=\frac L2|\sin\delta|+\frac W2\cos\delta .
$$

Reversing both signs gives $y_{\min}=-y_{\max}$. The final width is the difference,

$$
W_f=y_{\max}-y_{\min}=W\cos\delta+L|\sin\delta| .
$$

For $x$, the signs are again chosen so that both terms are positive, which for $\delta>0$ means opposite signs $\sigma$ and $\tau$. This gives the final length,

$$
L_f=L\cos\delta+W|\sin\delta| .
$$

For the given opening,

$$
W_f=49.992+87.262=137.25\ \text{µm},
$$

or about 0.137 mm. This is 2.7 times the width of the opening. The length is 5000.11 µm, practically unchanged: the term $L|\sin\delta|$ added to the width is larger than $W$ itself, whereas the term $W|\sin\delta|$ added to the length is tiny compared with $L$.

### Depth

At depth $d$ the distance between the long walls is $W_f-2d/\sqrt2=W_f-\sqrt2\,d$. It vanishes at

$$
D=\frac{W_f}{\sqrt2}=97.05\ \text{µm}.
$$

The end walls must not meet first. Their separation at this depth is $L_f-\sqrt2D=L_f-W_f$, and

$$
L_f-W_f=(L-W)(\cos\delta-|\sin\delta|)\ge0
$$

for $L\ge W$ and $|\delta|\le45^\circ$. The groove thus ends in a line at the bottom, here 4862.86 µm long. Its depth is well below the wafer thickness, as the solution requires. An aligned opening would have given a width of 50 µm and a depth of 35.36 µm, so the misalignment deepens the groove as well as widening it.

### Undercut

Take $\delta>0$. The long mask edges are the lines $-x\sin\delta+y\cos\delta=\pm W/2$. Solving for $y$ gives

$$
y_\pm(x)=x\tan\delta\pm\frac{W}{2\cos\delta}.
$$

On a section that crosses both long edges, the undercuts on the two sides are

$$
u_+=\frac{W_f}{2}-y_+=\frac{W_f}{2}-\frac{W}{2\cos\delta}-x\tan\delta,
$$

$$
u_-=y_-+\frac{W_f}{2}=\frac{W_f}{2}-\frac{W}{2\cos\delta}+x\tan\delta .
$$

The terms in $x$ cancel in the sum. Inserting $W_f$,

$$
u_++u_-=L\sin\delta+W\cos\delta-\frac{W}{\cos\delta}
=L\sin\delta-W\frac{\sin^2\delta}{\cos\delta},
$$

because $\cos^2\delta-1=-\sin^2\delta$. The sum is 87.25 µm all along this part of the groove, but its division between the sides changes. At the centre each side is undercut by 43.62 µm. At $x=-2400$ µm the undercuts are 85.5 µm on the positive $y$ side and 1.7 µm on the other; at $x=+2400$ µm they are interchanged. Near each end, one long edge of the mask almost coincides with the edge of the groove, while the other overhangs by nearly the full drift.

## Comparison of the two

Expanding the exact width for small positive $\delta$, with $\cos\delta\approx1-\delta^2/2$ and $\sin\delta\approx\delta-\delta^3/6$, gives

$$
W_f\approx W+L\delta-\frac{W\delta^2}{2}-\frac{L\delta^3}{6}.
$$

The first two terms are the scaling estimate. Both corrections shown are negative, so the estimate is slightly too large. It gives 137.27 µm, which exceeds the exact 137.25 µm by 0.012 µm before rounding, or about one part in ten thousand of the exact width. The estimate is good because $\delta$ is small; it does not require $L\delta$ to be small compared with $W$.

The estimate also shows how accurately the mask must be aligned if etching continues to the final state. To keep the relative widening below a small fraction $\varepsilon$, one then needs approximately

$$
|\delta|<\varepsilon\,\frac WL .
$$

Even at $0.1^\circ$ the present opening gives a groove 58.73 µm wide, 17 per cent wider than the opening. At $2^\circ$ the width is 224.47 µm. A shorter opening is more tolerant: with $L=500$ µm and the same $W$, a misalignment of $1^\circ$ gives 58.72 µm.

Two limits separate the roles of the dimensions. For a very narrow slit, $W\to0$, the exact width tends to $L|\sin\delta|$. The groove then owes its width to the misalignment alone, which is 87.26 µm for the given length and angle. For a square opening, $L=W$, turned by $45^\circ$, the exact formulas give

$$
W_f=L_f=\frac{W+W}{\sqrt2}=\sqrt2\,W .
$$

The square pit has twice the area of the opening at the surface, and its bottom line shrinks to a point. The linear estimate would give $W(1+\pi/4)\approx1.79\,W$ instead of $1.41\,W$, so it is no longer accurate at such an angle.

The opposite limit, $L\to\infty$ at fixed nonzero $\delta$, has no finite final width. The wafer sets a limit on the solution earlier. For $L=50\,000$ µm and $\delta=1^\circ$ the formula gives a width of 922.61 µm, which would require a depth of $922.61/\sqrt2\approx652$ µm. This exceeds the wafer thickness of 525 µm. The etchant would reach the back of the wafer before the walls met, and the assumption of a closed groove would fail.

The result is also a final width in the sense of time. If etching stops while steps are still retreating beneath the mask, the groove has not reached its bounding rectangle and is narrower than $W_f$ on at least some sections. For the present opening this takes long, because the last steps must travel nearly the whole length of 5000 µm along the groove. At a step speed of 1 µm per minute, for example, they need about 83 hours.

Real {111} planes etch slowly, which moves the walls outward during this time. If a wall recedes at the rate $r$ along its normal, its line at the surface moves at $r/\sin\theta$, with $\sin\theta=\sqrt{2/3}$. For steps 100 times faster than $r$, the two walls together would add about $2\times(5000/100)/\sin\theta\approx122$ µm to the width, nearly as much as the calculated width itself. A mask that breaks over the undercut changes the opening itself. The value of 137 µm therefore belongs to an ideal limit: steps have finished retreating, the {111} walls have not moved, and the mask is intact. A real etch of so long an opening need not pass through this state.

## Computed values

```
Lattice test opening: 75 x 10 rows
  0 deg: width etched 11, formula 10.0 rows; length 75, 75.0 rows
         depth etched 21 layers, from etched width 22 layers
  4 deg: width etched 15, formula 15.2 rows; length 75, 75.5 rows
         depth etched 29 layers, from etched width 30 layers
  8 deg: width etched 21, formula 20.3 rows; length 75, 75.7 rows
         depth etched 41 layers, from etched width 42 layers
Opening length L: 5000 um
Opening width W: 50 um
Misalignment: 1.0 deg = 0.017453 rad
sin, cos of misalignment: 0.017452, 0.999848
Wafer thickness: 525 um
Angle between {111} wall and surface: 54.74 deg
Term W cos(delta): 49.992 um
Term L sin(delta): 87.262 um
Final groove width: 137.25 um = 0.1373 mm
Final width from 3D half-spaces: 137.25 um
Final width / opening width: 2.745
Final groove length: 5000.11 um
Final groove depth: 97.05 um
Length of bottom line: 4862.86 um
Aligned groove: width 50.00 um, depth 35.36 um
Undercut at -2400 um along groove: 85.52 um and 1.73 um
Undercut at 0 um along groove: 43.62 um and 43.62 um
Undercut at 2400 um along groove: 1.73 um and 85.52 um
Sum of the two undercuts: 87.25 um
Small-angle estimate W + L delta: 137.27 um
Its error: 0.012 um
Final width at 0.1 deg: 58.73 um
Final width at 0.5 deg: 93.63 um
Final width at 2.0 deg: 224.47 um
Final width at 1 deg for L = 500 um: 58.72 um
Final width at 1 deg for L = 50000 um: 922.61 um
```
